# Adatom Diffusivity from Nearest-Neighbour Hopping on a Square Lattice: a program that tests the result

```python
"""Diffusivity of an adatom hopping on a square lattice.

Result under test: D = a^2 * Gamma / 4, where
  a      lattice spacing (angstrom)
  Gamma  total hop rate, summed over the four neighbours (1/s)
  D      diffusivity defined by <R^2> = 4 D t (angstrom^2/s)
Hops are independent and equally likely in the four directions.
Also tested: the approach to Fick's equation, unequal axis rates, and
the change of D when each hop remembers the direction of the last one.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import expm_multiply

# Model parameters
a = 4.0                  # angstrom
barrier = 0.6            # eV
thermal_energy = 0.06    # eV
attempt = 1.0e13         # 1/s, per direction

k = attempt * np.exp(-barrier / thermal_energy)
Gamma = 4 * k
D = a**2 * Gamma / 4
D_atomic = D * 1e-20 / (constants.hbar / constants.m_e)

print(f"lattice spacing: {a:.1f} angstrom")
print(f"barrier: {barrier:.2f} eV")
print(f"thermal energy: {thermal_energy:.2f} eV")
print(f"attempt frequency per direction: {attempt:.1e} 1/s")
print(f"hop rate per direction k: {k:.4e} 1/s")
print(f"total hop rate Gamma: {Gamma:.4e} 1/s")
print(f"mean residence time: {1 / Gamma:.4e} s")
print(f"attempt period: {1 / attempt:.1e} s")
print(f"residence time / attempt period: {attempt / Gamma:.0f}")
print(f"diffusivity D: {D:.4e} angstrom^2/s")
print(f"diffusivity D: {D_atomic:.4e} atomic units")
t_long = 1.0e-3
print(f"chosen long time: {t_long:.1e} s")
print(f"mean number of hops in it: {Gamma * t_long:.4e}")
print(f"rms displacement in it: {np.sqrt(4 * D * t_long):.1f} angstrom")
print(f"total path length in it: {a * Gamma * t_long:.4e} angstrom")

# Every walk of a few hops, weighted by its probability
steps = a * np.array([[1, 0], [0, 1], [-1, 0], [0, -1]])


def enumerated_msd(n_hops, next_given_last):
    total = 0.0
    for walk in itertools.product(range(4), repeat=n_hops):
        weight = 0.25
        for last, new in zip(walk[:-1], walk[1:]):
            weight *= next_given_last[new, last]
        end = steps[list(walk)].sum(axis=0)
        total += weight * (end @ end)
    return total


n_hops = 6
no_memory = np.full((4, 4), 0.25)
msd_free = enumerated_msd(n_hops, no_memory)
assert abs(msd_free - n_hops * a**2) < 1e-9 * msd_free
print(f"hops in enumerated walks: {n_hops}")
print(f"enumerated <R^2>, no memory: {msd_free:.3f} angstrom^2")

# Master equation on a box too large for the walker to reach its edge
half = 40
size = 2 * half + 1
coord = a * np.arange(-half, half + 1)


def propagate(kx, ky, time):
    shift = diags([np.ones(size - 1), np.ones(size - 1)], [-1, 1])
    one = identity(size)
    generator = (kx * kron(shift, one) + ky * kron(one, shift)
                 - 2 * (kx + ky) * identity(size**2))
    start = np.zeros(size**2)
    start[half * size + half] = 1.0
    prob = expm_multiply((generator * time).tocsr(), start)
    return prob.reshape(size, size)


def axis_msd(prob):
    return prob.sum(axis=1) @ coord**2, prob.sum(axis=0) @ coord**2


gauss_error = []
for mean_hops in (10, 20, 40):
    time = mean_hops / Gamma
    prob = propagate(k, k, time)
    msd = sum(axis_msd(prob))
    assert abs(prob.sum() - 1) < 1e-9
    assert abs(msd - 4 * D * time) < 1e-8 * msd
    gauss = a**2 / (4 * np.pi * D * time)
    centre = prob[half, half]
    gauss_error.append(centre / gauss - 1)
    print(f"Gamma t = {mean_hops}: master-eq. <R^2> {msd:.3f} angstrom^2")
    print(f"  origin probability {centre:.5f}, Gaussian {gauss:.5f}")
# The Gaussian is a long-time limit: its error falls as about 1/t
assert abs(gauss_error[2]) < 0.02
assert abs(gauss_error[2]) < 0.6 * abs(gauss_error[1])

# Random exponential waiting times and random directions
rng = np.random.default_rng(7)
walkers, max_hops, mean_hops = 20000, 80, 20
time = mean_hops / Gamma
clock = rng.exponential(1 / Gamma, (walkers, max_hops)).cumsum(axis=1)
assert clock[:, -1].min() > time
done = clock < time
choice = rng.integers(0, 4, (walkers, max_hops))
ends = (steps[choice] * done[:, :, None]).sum(axis=1)
r2 = (ends**2).sum(axis=1)
count = done.sum(axis=1)
r2_err = r2.std() / np.sqrt(walkers)
count_err = count.std() / np.sqrt(walkers)
assert abs(count.mean() - Gamma * time) < 5 * count_err
assert abs(r2.mean() - 4 * D * time) < 5 * r2_err
print(f"simulated walkers: {walkers}, Gamma t = {mean_hops}")
print(f"simulated mean hops: {count.mean():.3f} +/- {count_err:.3f}")
print(f"simulated <R^2>: {r2.mean():.2f} +/- {r2_err:.2f} angstrom^2")

# Decay rates on a periodic lattice against the plane-wave formula
N = 24
ring = np.roll(np.eye(N), 1, axis=0) + np.roll(np.eye(N), -1, axis=0)
periodic = k * (np.kron(ring, np.eye(N)) + np.kron(np.eye(N), ring)
                - 4 * np.eye(N**2))
decay = np.sort(-np.linalg.eigvalsh(periodic))
phase = 2 * np.pi * np.arange(N) / N
formula = Gamma / 2 * (2 - np.cos(phase)[:, None] - np.cos(phase)[None, :])
assert np.allclose(decay, np.sort(formula.ravel()), rtol=0, atol=1e-9 * Gamma)
q = 2 * np.pi / (N * a)
ratio = decay[1] / (D * q**2)
assert abs((1 - ratio) / ((q * a)**2 / 12) - 1) < 0.01
print(f"periodic lattice side: {N} sites")
print(f"slowest lattice decay rate: {decay[1]:.4e} 1/s")
print(f"Fick decay rate D q^2: {D * q**2:.4e} 1/s")
print(f"ratio lattice / Fick: {ratio:.5f}")

# Unequal axis rates with the same total hop rate
kx, ky = 3 * Gamma / 8, Gamma / 8
time = 20 / Gamma
x2, y2 = axis_msd(propagate(kx, ky, time))
Dx, Dy = x2 / (2 * time), y2 / (2 * time)
assert abs(Dx - a**2 * kx) < 1e-8 * D
assert abs(Dy - a**2 * ky) < 1e-8 * D
assert abs((Dx + Dy) / 2 - D) < 1e-8 * D
print(f"unequal axes, rate ratio kx/ky: {kx / ky:.1f}")
print(f"  Dx {Dx:.4e}, Dy {Dy:.4e} angstrom^2/s")
print(f"  mean of Dx and Dy: {(Dx + Dy) / 2:.4e} angstrom^2/s")

# Memory of the last hop: forward, left, back, right probabilities
turn = np.array([0.4, 0.2, 0.2, 0.2])
memory = np.array([[turn[(i - j) % 4] for j in range(4)] for i in range(4)])
c = turn[0] - turn[2]
msd_memory = enumerated_msd(n_hops, memory)
msd_formula = a**2 * (n_hops * (1 + c) / (1 - c)
                      - 2 * c * (1 - c**n_hops) / (1 - c)**2)
assert abs(msd_memory - msd_formula) < 1e-9 * msd_memory
D_memory = D * (1 + c) / (1 - c)
for direction in ([1.0, 0.0], [np.sqrt(0.5), np.sqrt(0.5)]):
    q_small = 1e-3 / a
    factor = np.exp(-1j * q_small * (steps @ np.array(direction)))
    matrix = factor[:, None] * memory - np.eye(4)
    slow = np.linalg.eigvals(matrix).real.max()
    D_numeric = -Gamma * slow / q_small**2
    assert abs(D_numeric / D_memory - 1) < 1e-4
print(f"memory: forward {turn[0]:.1f}, back {turn[2]:.1f}, "
      f"each side {turn[1]:.1f}")
print(f"memory coefficient c: {c:.2f}")
print(f"enumerated <R^2>, with memory: {msd_memory:.3f} angstrom^2")
print(f"D with memory, diagonalized: {D_numeric:.4e} angstrom^2/s")
print(f"D with memory / D without: {D_numeric / D:.4f}")

print("every check passed")
```

Output:

```
lattice spacing: 4.0 angstrom
barrier: 0.60 eV
thermal energy: 0.06 eV
attempt frequency per direction: 1.0e+13 1/s
hop rate per direction k: 4.5400e+08 1/s
total hop rate Gamma: 1.8160e+09 1/s
mean residence time: 5.5066e-10 s
attempt period: 1.0e-13 s
residence time / attempt period: 5507
diffusivity D: 7.2640e+09 angstrom^2/s
diffusivity D: 6.2746e-07 atomic units
chosen long time: 1.0e-03 s
mean number of hops in it: 1.8160e+06
rms displacement in it: 5390.4 angstrom
total path length in it: 7.2640e+06 angstrom
hops in enumerated walks: 6
enumerated <R^2>, no memory: 96.000 angstrom^2
Gamma t = 10: master-eq. <R^2> 160.000 angstrom^2
  origin probability 0.03369, Gaussian 0.03183
Gamma t = 20: master-eq. <R^2> 320.000 angstrom^2
  origin probability 0.01634, Gaussian 0.01592
Gamma t = 40: master-eq. <R^2> 640.000 angstrom^2
  origin probability 0.00806, Gaussian 0.00796
simulated walkers: 20000, Gamma t = 20
simulated mean hops: 20.017 +/- 0.031
simulated <R^2>: 321.66 +/- 2.34 angstrom^2
periodic lattice side: 24 sites
slowest lattice decay rate: 3.0939e+07 1/s
Fick decay rate D q^2: 3.1117e+07 1/s
ratio lattice / Fick: 0.99430
unequal axes, rate ratio kx/ky: 3.0
  Dx 1.0896e+10, Dy 3.6320e+09 angstrom^2/s
  mean of Dx and Dy: 7.2640e+09 angstrom^2/s
memory: forward 0.4, back 0.2, each side 0.2
memory coefficient c: 0.20
enumerated <R^2>, with memory: 134.001 angstrom^2
D with memory, diagonalized: 1.0896e+10 angstrom^2/s
D with memory / D without: 1.5000
every check passed
```
